# Umbrella Sampling and the Weighted Histogram Equations from Maximum Likelihood

## The decision that hangs on the result

A precursor molecule must cross a free-energy barrier to bind to a growing oxide surface. An unbiased simulation almost never visits the barrier, so one runs several simulations, each held near a different height by a known bias. Before running them one must decide how many windows to use, how closely to space them and how to divide the samples. That requires a rule for combining the histograms and an error bar for the combination. Maximum likelihood supplies both.

## Setting and conventions

The algebra is in atomic units, with \(\beta=1/(k_BT)\). Numerical energies are in eV and lengths in angstrom. All simulations have the same temperature and the same unbiased energy function. Simulation \(k=1,\dots,K\) adds a bias \(W_k(z)\) that depends on one coordinate \(z\).

Divide \(z\) into bins of equal width \(h\), with centres \(z_l\). Let \(p_l\) be the unbiased probability of bin \(l\), with \(\sum_l p_l=1\). Its free energy is \(F_l=-\beta^{-1}\ln p_l\), up to a constant. Simulation \(k\) supplies \(N_k\) independent equilibrium samples, \(n_{kl}\) of them in bin \(l\). The bin totals are \(n_l=\sum_k n_{kl}\).

The bias multiplies the Boltzmann weight of a configuration by \(e^{-\beta W_k(z)}\). Treating it as constant within a bin gives
\[
c_{kl}=e^{-\beta W_k(z_l)},\qquad
p_{kl}=\frac{c_{kl}p_l}{Z_k},\qquad
Z_k=\sum_l c_{kl}p_l\equiv e^{-\beta f_k}.
\]
Here \(p_{kl}\) is the biased bin probability, and \(f_k\) is the free energy of biased ensemble \(k\) relative to the unbiased one. A finite bias makes every \(c_{kl}\) positive; hard walls are treated separately below.

## From the likelihood to the equations

Independence makes the probability of the recorded samples a product, \(L=\prod_{kl}p_{kl}^{n_{kl}}\). Therefore
\[
\ln L=\sum_{kl}n_{kl}\ln c_{kl}+\sum_l n_l\ln p_l-\sum_k N_k\ln Z_k .
\]
The first sum is known and does not affect the maximum. If every \(p_l\) is multiplied by \(s\), the second sum gains \(\sum_l n_l\ln s\) and the third loses \(\sum_k N_k\ln s\). Both totals count all samples, so \(\ln L\) is unchanged.

Impose normalization with a multiplier \(\lambda\). Since \(\partial Z_k/\partial p_l=c_{kl}\), stationarity in an occupied bin requires
\[
\frac{n_l}{p_l}-\sum_k\frac{N_kc_{kl}}{Z_k}=\lambda .
\]
At the maximum the same condition holds in any other bin with \(p_l>0\). Multiply by \(p_l\) and sum over \(l\); bins with \(p_l=0\) add nothing. The left side becomes \(\sum_l n_l-\sum_k N_k=0\) and the right side is \(\lambda\), so \(\lambda=0\). With \(1/Z_k=e^{\beta f_k}\),
\[
\boxed{\;p_l=\frac{n_l}{\sum_k N_kc_{kl}e^{\beta f_k}},\qquad
e^{-\beta f_k}=\sum_l c_{kl}p_l\;}
\]
These are the weighted histogram equations.

In an empty bin the derivative of \(\ln L\) is \(-\sum_k N_kc_{kl}/Z_k<0\). Removing probability from that bin raises the likelihood, so \(p_l=0\). This is a statement about the estimate; the true probability need not vanish.

Multiplying the first equation by its denominator gives \(n_l=\sum_k N_kp_{kl}\): the fitted windows together reproduce each bin total. They need not reproduce each separate \(n_{kl}\). For a single window, \(p_l\propto n_l/c_{1l}\), which is ordinary reweighting.

## A case to do by hand

Take two windows and three bins:
\[
n_{1l}=(70,25,5),\quad n_{2l}=(10,30,60),\quad
c_{1l}=(1,0.5,0.1),\quad c_{2l}=(0.1,0.5,1).
\]
The solution has \(Z_1=0.59875\) and \(Z_2=0.47221\). For the first bin,
\[
p_1=\frac{80}{100(1/0.59875+0.1/0.47221)}=\frac{80}{188.2}=0.4251 .
\]
The other bins give \(0.2904\) and \(0.2845\). Returning to the first window, \(0.4251+0.5(0.2904)+0.1(0.2845)=0.5988\), as required. Direct numerical maximization of \(\ln L\) gives the same three probabilities to the four digits shown.

## Existence, uniqueness and hard walls

On the occupied bins write \(u_l=\ln p_l\). Apart from a constant,
\[
\ln L=\sum_l n_lu_l-\sum_kN_k\ln\sum_l c_{kl}e^{u_l}.
\]
Along a direction \(d_l\) its second derivative is \(-\sum_kN_k\mathrm{Var}_k(d)\), where the variance is taken with the probabilities \(p_{kl}\). It is negative unless \(d\) is constant, and a constant \(d\) merely rescales \(p\). There is thus at most one normalized maximum.

Far along \(d\), each logarithm of a sum grows with slope \(\max_l d_l\). The slope of \(\ln L\) tends to
\[
\sum_l n_l\left(d_l-\max_m d_m\right),
\]
which is negative unless \(d\) is constant. The concave function falls in every relevant direction, so the maximum exists.

With hard walls, some \(c_{kl}\) vanish. Two windows on disjoint sets of bins leave the relative weight of the sets undetermined: rescaling one set changes its \(p_l\) and its \(Z_k\) together. A sufficient cure is a chain of windows joining all of them, in which neighbours both have samples in at least one common bin. For a vanishing asymptotic slope, \(d\) must then equal its window maximum in every bin which that window has sampled. The common bins make these maxima equal, so \(d\) is constant on all occupied bins. The same links exclude any other direction of zero curvature.

## Why the iteration climbs

Let \(\varphi_k=\beta f_k\). For fixed \(Z>0\), the function \(\varphi+1-Ze^\varphi\) is concave and has zero derivative at \(\varphi=-\ln Z\), where its value is \(-\ln Z\). Hence \(\ln L\), without its constant, is the maximum over \(\varphi\) of
\[
G(p,\varphi)=\sum_l n_l\ln p_l+\sum_kN_k\left(\varphi_k+1-Z_ke^{\varphi_k}\right).
\]
Maximizing over \(\varphi\) at fixed \(p\) gives the second boxed equation. Maximizing over \(p\) at fixed \(\varphi\) gives \(n_l/p_l=D_l\), with \(D_l=\sum_kN_kc_{kl}e^{\varphi_k}\), which is the first. Alternating the two equations therefore never lowers the likelihood.

Inserting \(p_l=n_l/D_l\) gives \(\sum_kN_kZ_ke^{\varphi_k}=\sum_lp_lD_l=\sum_ln_l\). This cancels \(\sum_kN_k\), leaving \(G=\text{const}-A\) with
\[
A(\varphi)=\sum_l n_l\ln D_l-\sum_kN_k\varphi_k .
\]
\(A\) is convex, being a sum of logarithms of sums of exponentials plus a linear term. With \(w_{kl}=N_kc_{kl}e^{\varphi_k}/D_l\), its derivatives are
\[
\frac{\partial A}{\partial\varphi_k}=\sum_l n_lw_{kl}-N_k,\qquad
\frac{\partial^2A}{\partial\varphi_k\partial\varphi_j}
=\sum_l n_lw_{kl}(\delta_{kj}-w_{jl}).
\]
Newton's method can use these with one \(\varphi_k\) held fixed. Afterwards, dividing \(p\) by its sum \(s\) requires adding \(\ln s\) to every \(\varphi_k\).

## Error bars

Since \(\partial\ln Z_k/\partial u_l=p_{kl}\), the gradient of \(\ln L\) is \(g_l=\sum_k(n_{kl}-N_kp_{kl})\). Differentiating once more and changing the sign gives the information matrix
\[
J_{lm}=\sum_kN_k\left(p_{kl}\delta_{lm}-p_{kl}p_{km}\right).
\]
This is also the covariance of \(g\) for independent samples. Fix \(u\) in a reference bin and delete that row and column. For large samples the error is \(\delta u=J^{-1}g\), so its covariance is \(J^{-1}JJ^{-1}=J^{-1}\). The diagonal elements are the variances of \(\ln(p_l/p_{\rm ref})\).

Correlation enters through the covariance of \(g\). If every bin count in every window has its covariance enlarged by the same statistical inefficiency \(\gamma\), the result is \(\gamma J^{-1}\). If the inefficiencies \(\gamma_k\) differ between windows, it is \(J^{-1}(\sum_k\gamma_kJ_k)J^{-1}\), where \(J_k\) is the contribution of window \(k\) to \(J\).

**Two windows.** Here the role of overlap is explicit. Define \(O=\sum_l n_lw_{1l}w_{2l}\). Since \(w_{1l}+w_{2l}=1\), the curvature of \(A\) with respect to \(\varphi_1\) is \(O\). At large sample size \(N_kp_{kl}=n_lw_{kl}\), so the mean of \(w_1\) is \((N_1-O)/N_1\) in window 1 and \(O/N_2\) in window 2. The sum of \(w_1^2\) over all samples is \(N_1-O\). The variance of the gradient is therefore
\[
N_1-O-\frac{(N_1-O)^2}{N_1}-\frac{O^2}{N_2}
=O-O^2\left(\frac1{N_1}+\frac1{N_2}\right).
\]
Dividing by the squared curvature gives
\[
\mathrm{Var}(\varphi_1-\varphi_2)=\frac1O-\frac1{N_1}-\frac1{N_2}.
\]
Identical biases have \(O=N_1N_2/(N_1+N_2)\) and zero variance, as they must. As the overlap vanishes, \(O\to0\) and the variance diverges, although the equations still have a unique solution.

## A precursor approaching an oxide

The example uses the model profile
\[
F(z)=0.70\,(x^2-1)^2+0.20\,x\ \text{eV},\qquad x=\frac{z-2.80}{0.80},
\]
with \(z\) in angstrom, restricted to 1.60–4.00 Å. The chemisorbed minimum is at 1.97 Å, the barrier top at 2.86 Å and the weakly held minimum at 3.57 Å. The temperature is 500 K, so \(k_BT=0.0431\) eV.

There are 23 biases \(W_k=\tfrac12\kappa(z-a_k)^2\), with \(\kappa=15\) eV/Å\(^2\) and centres \(a_k\) spaced by 0.10 Å from 1.70 to 3.90 Å. Each window supplies 2000 synthetic independent samples, sorted into bins of 0.02 Å.

The barrier bin receives 259 samples and the reference bin, at the weakly held minimum, 608. The result is
\[
F_{\rm top}-F_{\rm ref}=k_BT\ln\frac{p_{\rm ref}}{p_{\rm top}}
=0.515\pm0.006\ \text{eV}\quad(49.7\ \text{kJ/mol}).
\]
The accurate bin value is 0.5105 eV. The probability ratio is \(e^{0.5147/0.04309}\approx1.5\times10^5\), while the count ratio is only \(608/259=2.3\); the denominators \(D_l\) supply the rest. An unbiased equilibrium run with the same 46,000 samples would expect \(3.6\times10^{-6}\) counts in the barrier bin.

The chemisorbed bin lies at \(-0.395\pm0.008\) eV (\(-38.1\) kJ/mol) relative to the reference, against an accurate \(-0.400\) eV. The standard error grows with distance from the reference, from 0.004 eV at 3.21 Å to 0.008 eV at 1.97 Å. The profile values in the four bins at 1.97, 2.37, 2.85 and 3.21 Å all lie about 0.004 eV too high. Their errors are correlated, because all four are measured from the same bin and through windows they partly share. These are therefore not four independent deviations, and their similar size does not show a constant offset of the whole profile.

The window centred at 2.80 Å has \(f_k=0.897\pm0.005\) eV; quadrature gives 0.903 eV. This exceeds the barrier seen from the weakly held state because \(f_k\) is measured from the whole unbiased ensemble, which resides mostly in the chemisorbed well, about 0.40 eV below the weakly held state.

Starting from all \(\varphi_k=0\), the alternating iteration needed 1839 sweeps to bring the relative \(f_k\) within \(0.001\,k_BT\) of the Newton solution. A small change per sweep is therefore weak evidence of convergence.

## Testing the error bar and choosing the spacing

In 300 repeated experiments the barrier scattered by 0.0056 eV, in agreement with the formula. In a second set, each sample repeated its predecessor with probability \(r=0.6\). The correlation after \(t\) steps is then \(r^t\), and
\[
\gamma=1+2\sum_{t\ge1}r^t=\frac{1+r}{1-r}=4 .
\]
The predicted error doubles to 0.0112 eV; the repeats gave 0.0120 eV, which is 7% larger. A standard deviation estimated from 300 roughly normal values itself scatters by about 4%.

The spacing can be judged near the barrier, where \(F''=-4.31\) eV/Å\(^2\). In a local quadratic approximation the biased curvature is \(15-4.31=10.69\) eV/Å\(^2\). The curvature of \(F\) is nowhere below \(-4.38\) eV/Å\(^2\), so the biased curvature is positive throughout and every window has a single peak. Near the barrier its width is \(\sqrt{0.0431/10.69}=0.063\) Å. Moving the bias centre by 0.10 Å moves the peak by \(0.10\times15/10.69=0.14\) Å, or 2.2 widths.

With the total sample number and the spring held fixed, the predicted barrier error is 0.0056 eV at spacing 0.1 Å, 0.0067 eV at 0.2 Å and 0.0152 eV at 0.3 Å. At 0.3 Å the windows centred at 2.6, 2.9 and 3.2 Å peak at 2.51, 2.92 and 3.27 Å, roughly six of these widths apart, so few samples link them. These values are for sets of windows whose first centre stays at 1.70 Å. In that case doubling the spacing raises the error by 20%, which about 40% more samples would offset, and tripling it multiplies the error by 2.7. The factors also depend on where the centres fall relative to the barrier, so a wide spacing should be judged for the actual placement. The comparison leaves out the time needed to equilibrate each window.

## What the statistical error leaves out

**Bin width.** The average of a smooth function over a bin differs from its central value by \(h^2/24\) times its second derivative, to leading order; the linear term cancels by symmetry. With unlimited data, the spread of the profile error between 2.0 and 3.6 Å was 0.00103 eV. Halving \(h\) reduced it to 0.00026 eV, a ratio of 3.98. At the original width the barrier error from this source was below 0.0001 eV.

Bins can also be eliminated. Substitute \(p_l\) into the equation for \(f_k\) and write \(n_l\) as a sum over samples \(i\). With the bias evaluated at each sample,
\[
e^{-\varphi_k}=\sum_i
\frac{e^{-\beta W_k(z_i)}}{\sum_jN_je^{\varphi_j-\beta W_j(z_i)}} .
\]

**A frozen hidden coordinate.** Suppose the molecule has two orientations, equally favourable above 3.5 Å. Let the second cost 0.30 eV extra below 3.0 Å, with a linear change between. If every simulation stays in the first, it samples a fraction \(q(z)\) of the true density, with \(q=1/2\) in the weakly held state and \(q\approx1\) at the top. The inferred barrier changes by \(-k_BT\ln(q_{\rm top}/q_{\rm ref})\approx-k_BT\ln2=-0.030\) eV. The calculation with unlimited data gives the same shift. It is five times the statistical error, and the error formula cannot reveal it, because each histogram is consistent with the others.

**The real process.** The setting resembles thermal deposition of In\(_2\)O\(_3\) from trimethylindium, for which 500 K is a roughly typical temperature. The profile parameters are round choices, not properties of that surface.

- The model's outer wall prevents desorption. For an assumed desorption energy of 0.60 eV and equal prefactors, the ratio of desorption to reaction is \(e^{(0.511-0.600)/0.0431}=0.13\). A desorption prefactor 100 times larger would raise it to about 13. The barrier would be unchanged, but most molecules would leave before reacting.
- With an assumed constant activation entropy of \(-5k_B\), warming by 50 K raises the free-energy barrier by 0.022 eV.
- For a moving mass of 160 u, roughly that of the whole molecule, the barrier quantum is \(\hbar\omega=0.0106\) eV. The leading tunnelling factor is \(1+(\hbar\omega/k_BT)^2/24=1.003\), which is negligible. This estimate does not cover the transfer of a hydrogen atom when a methyl ligand leaves as methane.

An error of 0.1 eV in the underlying energy surface, taken as an illustration, would change a rate at 500 K by a factor of about 10. The statistical error of 0.0056 eV corresponds to about 14%. With errors of these sizes, checking hidden coordinates and the energy surface is worth more than lengthening the same windows. The numerical output lists the main values used here.

## Calculated quantities

```
SMALL CASE: counts window 1: [70. 25.  5.] window 2: [10. 30. 60.]
bias factors window 1: [1.  0.5 0.1] window 2: [0.1 0.5 1. ]
WHAM p: [0.4251 0.2904 0.2845]  direct maximum: [0.4251 0.2904 0.2845]
Z_1, Z_2: [0.59875 0.47221]
MAIN CASE: T = 500 K, kT = 0.04309 eV
quartic height 0.70 eV, tilt 0.20 eV
half distance 0.80 A, middle 2.80 A
range 1.60 to 4.00 A, bin 0.02 A, 120 bins
23 windows, centres 1.70 to 3.90 A, spacing 0.10 A
spring 15.0 eV/A^2, 2000 samples per window, 46000 in all
chemisorbed minimum 1.973 A, barrier top 2.857 A, weakly held minimum 3.570 A
model barrier 0.5109 eV, reaction -0.3997 eV
profile relative to weakly held bin: z (A), WHAM, error, exact (eV)
  1.97   -0.3952  0.0075   -0.3997
  2.37    0.0531  0.0067    0.0491
  2.85    0.5147  0.0056    0.5105
  3.21    0.2899  0.0043    0.2862
reference bin centre 3.57 A
counts in barrier bin 259, in reference bin 608
window free energies: centre (A), WHAM, error, quadrature (eV)
  2.00  0.0222  0.0003  0.0222
  2.80  0.8969  0.0049  0.9031
  3.60  0.4155  0.0071  0.4216
WHAM barrier 0.5147 eV = 49.66 kJ/mol
WHAM reaction free energy -0.3952 eV = -38.13 kJ/mol
barrier bin centre in nm: 0.285 nm
unbiased equilibrium run, same total: expected barrier-bin count 3.62e-06
self-consistent sweeps to 0.001 kT: 1839
barrier sd: formula 0.00560 eV, 300 repeats 0.00555 eV
correlated data: repeat probability 0.6, inefficiency 4.0
correlated sd: formula 0.01120 eV, repeats 0.01199 eV
bin-width error of barrier -0.000045 eV
bin-width error spread 0.001028 eV, half width 0.000258 eV, ratio 3.98
barrier sd, same total samples: spacing 0.2 A 0.00670 eV, 0.3 A 0.01517 eV
frozen orientation shifts barrier by -0.0298 eV; kT ln 2 = 0.0299 eV
moving mass 160 u, barrier curvature -4.307 eV/A^2
barrier quantum 0.01061 eV, Wigner factor 1.00253
assumed activation entropy -5 kB, warming 50 K: barrier change 0.0215 eV
assumed desorption energy 0.60 eV: desorption/reaction 0.126 at equal prefactors
```
